\section*{Refraction correction to the silicon 004 Bragg angle}

\section*{The question}

A parallel, monochromatic beam of Cu K-alpha1 radiation falls from vacuum on a thick, perfect silicon crystal with a flat (001) surface. The 004 planes are parallel to the surface (symmetric geometry), and their spacing is $d=a/4$. All angles are measured from the surface. The vacuum Bragg angle $\theta_B$ is defined by
\begin{equation}
\sin\theta_B=\frac{\lambda}{2d}.
\end{equation}
Because the refractive index of silicon differs slightly from one, the reflection is not centred at $\theta_B$.

\textbf{Data.} Wavelength $\lambda=0.1540593$ nm; photon energy 8.0478 keV; lattice parameter $a=0.5431021$ nm; classical electron radius $r_e=2.81794\times10^{-6}$ nm; $Z=14$; eight atoms per cubic cell; 1 rad $=206265$ arcsec. Lengths are in nm and small angles in arcsec, since atomic units are unnatural here. Fields vary as $e^{-i\omega t}$, and $k=2\pi/\lambda$.

\begin{enumerate}
\item[(a)] Derive the refractive index from the scattering by free electrons, and include the effect of their binding.
\item[(b)] Find the angle of incidence at which Bragg's law holds inside the crystal. Separate the contributions of the changed wavelength and of the bending at the surface, and discuss the limits of grazing and normal incidence.
\item[(c)] Evaluate the shift. Is a quoted value of 3.4 arcsec supported?
\item[(d)] The reflection has a finite width. Show which point of it is shifted by the amount found in (b), and find the width.
\item[(e)] What error does neglect of refraction cause in a lattice parameter, and in the mismatch between an epilayer and its substrate? Compare the shift with other effects in a real measurement.
\end{enumerate}

\section*{Answer to (a): the refractive index}

A free electron of charge $-e$ and mass $m$ in a field $E e^{-i\omega t}$ obeys $-m\omega^2x=-eE$, so $x=eE/(m\omega^2)$. Its dipole moment is $p=-ex=-e^2E/(m\omega^2)$, opposite to the field. The field radiated to a distance $R$, close to the forward direction, is
\begin{equation}
E_s=\frac{\omega^2p}{4\pi\varepsilon_0c^2}\frac{e^{ikR}}{R}
=-r_eE\,\frac{e^{ikR}}{R},\qquad
r_e=\frac{e^2}{4\pi\varepsilon_0mc^2}.
\end{equation}

Consider a sheet of thickness $t$ with electron density $n_e$, met at normal incidence. At a distance $z$ behind it, a ring of radius $\rho$ lies at $R=\sqrt{\rho^2+z^2}$, and $\rho\,d\rho=R\,dR$. The scattered field is therefore
\begin{equation}
-r_en_etE\int_0^\infty\frac{e^{ikR}}{R}\,2\pi\rho\,d\rho
=-2\pi r_en_etE\int_z^\infty e^{ikR}\,dR
=-i\lambda r_en_et\,E e^{ikz}.
\end{equation}
The last integral equals $ie^{ikz}/k$ when the distant rings are faded out smoothly, as a beam of finite width does. For large $z$ the rings that matter are seen almost in the forward direction, which justifies the amplitude used.

The same sheet, described by an index $n=1-\delta$, multiplies the wave by $e^{i(n-1)kt}\simeq1-i\delta kt$. Comparison gives $\delta k=\lambda r_en_e$, or
\begin{equation}
\delta=\frac{r_e\lambda^2n_e}{2\pi}.
\label{delta}
\end{equation}
The positive $\delta$, and hence $n<1$, comes from the electron's motion being opposite in phase to that of a slowly driven bound charge. In the forward direction all electrons of an atom scatter in phase wherever they sit, so it is their number that counts.

\textbf{Binding.} An electron bound with frequency $\omega'$ obeys $m(\omega'^2-\omega^2)x=-eE$. Compared with a free electron its amplitude carries the factor
\begin{equation}
\frac{\omega^2}{\omega^2-\omega'^2}=1+\frac{\omega'^2}{\omega^2-\omega'^2}.
\end{equation}
Let $g(\omega')$ be the oscillator strength of the atom per unit frequency, with total $Z$. Summing the factor replaces $Z$ by $Z+f'$, where
\begin{equation}
f'=\mathcal P\!\int\frac{g(\omega')\,\omega'^2}{\omega^2-\omega'^2}\,d\omega'.
\label{fprime}
\end{equation}
A weak damping $\gamma$ adds $i\gamma\omega$ to the denominator. As $\gamma\to0$ this yields the imaginary part $-i\pi\omega'^2\,\delta_{\rm D}(\omega^2-\omega'^2)$, with $\delta_{\rm D}$ the Dirac function. Since $\delta_{\rm D}(\omega^2-\omega'^2)=\delta_{\rm D}(\omega-\omega')/(2\omega)$, the amplitude per atom becomes $Z+f'-if''$ with $f''=\tfrac{\pi}{2}\omega g(\omega)$. The index is then $n=1-\delta+i\beta$, where
\begin{equation}
n_e=\frac{8(Z+f')}{a^3},\qquad \beta=\delta\,\frac{f''}{Z+f'} .
\end{equation}
The positive $\beta$ describes absorption. It is set aside until part (d).

To size $f'$, the two K electrons are given the known oscillator density of the hydrogen 1s state, which is taken over here without derivation. With $x$ the photon energy divided by the hydrogenic binding energy and $s=\sqrt{x-1}$, it reads, per electron,
\begin{equation}
g(x)=\frac{128}{3x^4}\,\frac{\exp[-(4/s)\arctan s]}{1-\exp(-2\pi/s)} .
\end{equation}
Together with the discrete lines its strength sums to 1.00000, as it must for one electron. The effective charge is 13.7. Outer electrons lower the real edge to roughly 1.84 keV, below the hydrogenic threshold. Between the two, $g$ is continued with $s=\sqrt{1-x}$, $\arctan$ replaced by $\operatorname{artanh}$, and the last denominator set to one. Numerical integration gives $f'=0.243$ and $f''=0.306$. Direct summation over weakly damped oscillators gives the same $f'$. About 0.05 of this $f'$ comes from the continued range below the hydrogenic threshold and depends on how the continuation is made. The L and valence shells and relativistic corrections are left out, so $f'$ is an estimate whose last digits are not significant.

\section*{Answer to (b): the angle of incidence}

Let $\theta'$ be the angle of the ray inside the crystal. The wavelength there is $\lambda/n$, so Bragg's law is $2d\sin\theta'=\lambda/n$, or
\begin{equation}
n\sin\theta'=\sin\theta_B .
\label{inside}
\end{equation}
At a flat surface the tangential component of the wavevector is the same on both sides:
\begin{equation}
\cos\theta=n\cos\theta'.
\label{snell}
\end{equation}
The inner angle is eliminated by squaring:
\begin{align}
\sin^2\theta&=1-n^2\cos^2\theta'
=1-n^2+n^2\sin^2\theta'\nonumber\\
&=\sin^2\theta_B+1-n^2
=\sin^2\theta_B+2\delta-\delta^2 .
\label{exact}
\end{align}
Write $\theta=\theta_B+\Delta\theta$. The identity $\sin^2\theta-\sin^2\theta_B=\sin(\theta+\theta_B)\sin(\theta-\theta_B)$ turns this into
\begin{equation}
\sin(2\theta_B+\Delta\theta)\,\sin\Delta\theta=2\delta-\delta^2 .
\end{equation}
To first order in the small quantities,
\begin{equation}
\boxed{\;\Delta\theta=\frac{2\delta}{\sin2\theta_B}\;}
\label{shift}
\end{equation}
The shift is towards larger angles.

\textbf{Two contributions.} Equation \eqref{inside} gives $\sin\theta'\simeq(1+\delta)\sin\theta_B$, hence $\cos\theta_B\,(\theta'-\theta_B)=\delta\sin\theta_B$. Equation \eqref{snell} gives $\cos\theta-\cos\theta'=-\delta\cos\theta'$, and the left side is $-\sin\theta'\,(\theta-\theta')$ to first order. Therefore
\begin{equation}
\theta'-\theta_B=\delta\tan\theta_B,\qquad
\theta-\theta'=\delta\cot\theta_B .
\label{parts}
\end{equation}
The first part arises because the wavelength is longer inside, which demands a steeper ray. The second arises because a ray entering a medium with $n<1$ is bent towards the surface, so the outer ray must be steeper still. Their sum reproduces \eqref{shift}, since $\tan\theta_B+\cot\theta_B=1/(\sin\theta_B\cos\theta_B)$.

\textbf{Limits.} The linear formula needs $\Delta\theta\ll|\tan2\theta_B|$ when $\theta_B$ approaches $0$ or $90^\circ$, because $\sin(2\theta_B+\Delta\theta)$ was replaced by $\sin2\theta_B$. Its divergence at both ends is not real, and \eqref{exact} shows what replaces it. For small angles it becomes $\theta^2\simeq\theta_B^2+2\delta$. As $\theta_B\to0$, the outer angle tends to $\sqrt{2\delta}$, the critical angle for total external reflection. With the $\delta$ of part (c) this is $3.89\times10^{-3}$ rad, far below the 004 angle.

Near normal incidence, \eqref{exact} reads $\cos^2\theta\simeq\cos^2\theta_B-2\delta$. If $\cos^2\theta_B<2\delta$, no real outer angle satisfies the condition: the wavelength inside is then too long for the planes, although $\lambda<2d$ in vacuum.

\section*{Answer to (c): the number}

The Bragg angle follows from
\begin{equation}
\sin\theta_B=\frac{0.1540593}{2\times0.1357755}=0.567331,\qquad
\theta_B=34.56432^\circ,
\end{equation}
with $\sin2\theta_B=0.934383$ and $\tan\theta_B=0.68894$.

With free electrons, $n_e=8\times14/a^3=699.16$ nm$^{-3}$, and
\begin{equation}
\delta=\frac{2.81794\times10^{-6}\times0.1540593^2\times699.16}{2\pi}
=7.442\times10^{-6}.
\end{equation}
Numerical integration of the sheet field in (a), with a smooth aperture, gives $7.4424\times10^{-6}$ against $7.4422\times10^{-6}$ from \eqref{delta}. The shift would be 3.286 arcsec.

With $f'=0.243$ the density rises to 711.29 nm$^{-3}$ and $\delta$ to $7.571\times10^{-6}$. Then
\begin{equation}
\Delta\theta=\frac{2\times7.571\times10^{-6}}{0.934383}
=1.621\times10^{-5}\ \text{rad}=3.34\ \text{arcsec}.
\end{equation}
The longer wavelength inside contributes 1.08 arcsec and the bending at the surface 2.27 arcsec. The corrected angle is $34.56525^\circ$.

The result is about 3.34 arcsec. A quoted 3.40 arcsec has the right size but is 1.7 per cent above the value found here. The shift is proportional to $Z+f'$, so 3.40 arcsec would need $14\times3.40/3.286=14.49$ electrons per atom, or $f'=0.49$. That is twice the K-shell estimate. An error of 0.1 in $f'$ moves the shift by $0.1\times3.286/14=0.023$ arcsec, so the omitted shells would have to supply about 0.24 electrons to support 3.40 arcsec. A value of 3.4 given to only two digits is a weaker claim. It covers the range from 3.35 to 3.45 arcsec, and the lower end needs only $f'\simeq0.27$. That is 0.03 above the K-shell estimate and within its uncertainty, so this estimate cannot decide whether the shift rounds to 3.3 or 3.4 arcsec.

\section*{Answer to (d): what is shifted}

Ray optics gives one angle, but a perfect crystal reflects over a range. Take the electric field parallel to the surface and perpendicular to the plane of incidence, with tangential dependence $e^{ikx\cos\theta}$. Near this reflection, the Fourier components of the density that matter are those along the surface normal $z$, so the density may be averaged laterally. This holds provided the azimuth of the plane of incidence excites no further reflection. It fails at a number of special azimuths, for instance when the plane of incidence contains [100], where 022 and $0\bar22$ meet the Bragg condition together with 004 at any wavelength. The wave equation becomes
\begin{equation}
\frac{d^2E}{dz^2}+k^2\left[\sin^2\theta+\chi(z)\right]E=0,\qquad
\chi(z)=-2\delta\left[1+2C\cos\frac{2\pi z}{d}+\dots\right],
\label{wave}
\end{equation}
where $\chi=n^2-1\simeq-2\delta$ on average and $z=0$ lies on an atomic plane. The number $C$ is the scattering amplitude of an atom in the 004 reflection relative to that in the forward direction:
\begin{equation}
C=\frac{f_{004}+f'}{Z+f'} .
\end{equation}
The same $f'$ is used in both places because the K shell is small compared with $d$.

Bragg reflection couples $e^{iqz}$ and $e^{-iqz}$ with $q=\pi/d=k\sin\theta_B$. Let the Bloch wave be $E=Ae^{i(q+p)z}+Be^{i(-q+p)z}$ with $|p|\ll q$. The cosine in \eqref{wave} carries each wave into the other with weight $-2\delta C$. Collecting equal exponentials gives
\begin{align}
\left[k^2(\sin^2\theta-2\delta)-(q+p)^2\right]A&=2\delta Ck^2B,\nonumber\\
\left[k^2(\sin^2\theta-2\delta)-(q-p)^2\right]B&=2\delta Ck^2A .
\label{twowave}
\end{align}
Let $D=k^2(\sin^2\theta-\sin^2\theta_B-2\delta)$. With $p^2$ dropped beside $2qp$, the brackets are $D\mp2qp$. Multiplying the two equations yields
\begin{equation}
4q^2p^2=D^2-(2\delta Ck^2)^2 .
\end{equation}
When $|D|<2\delta Ck^2$, $p$ is imaginary. The wave then decays with depth, carries no energy inwards, and a thick crystal without absorption reflects totally. The edges of this range lie at
\begin{equation}
\sin^2\theta=\sin^2\theta_B+2\delta\pm2\delta C .
\label{edges}
\end{equation}
The centre obeys \eqref{exact} to first order, so it is the centre of the total-reflection range that moves by $2\delta/\sin2\theta_B$. Since $d(\sin^2\theta)=\sin2\theta\,d\theta$, the full width is
\begin{equation}
w=\frac{4\delta C}{\sin2\theta_B}=2C\,\Delta\theta .
\end{equation}
This width holds for the polarization chosen above. With the electric field in the plane of incidence, the fields of the two waves enclose the angle $2\theta_B$, so the coupling and the width are multiplied by $|\cos2\theta_B|=0.36$, while the centre is unchanged. Shift and width have the same origin: the mean electron density gives the first and its modulation the second.

For a free silicon atom in the unrestricted Hartree--Fock approximation with the cc-pVQZ basis, $f_{004}=7.507$. The value changes by $-8\times10^{-4}$ from the cc-pVTZ basis. A larger uncontracted basis and a different method of integration move it by up to about 0.003, which changes the width found below by only about 0.001 arcsec. Electron correlation and bonding in the crystal are left out. The choice of method matters more than the basis: a PBE density lowers $f_{004}$ by about 0.016 and the width by about 0.007 arcsec. Then $C=7.750/14.243=0.544$ and $w=2\times0.544\times3.343=3.64$ arcsec. The range runs from about 1.5 to 5.2 arcsec above $\theta_B$.

Equation \eqref{wave} was also solved without the two-wave approximation, by dividing each period into 48 uniform slabs and joining the field across them. The density was modelled by Gaussian planes with the mean and first harmonic given above. The stop band is centred at 3.343 arcsec, as \eqref{shift} predicts, and is 3.635 arcsec wide against 3.638 from the formula. Uniform slabs reduce the first harmonic by a fraction $(\pi/48)^2/6=7\times10^{-4}$, which accounts for the difference of 0.003 arcsec.

\textbf{Absorption.} At the edges $p=0$. In \eqref{twowave} the upper edge has $D=2\delta Ck^2$ and $A=B$, so $E\propto\cos qz$ is largest on the atomic planes. The lower edge has $A=-B$, so $E\propto\sin qz$ vanishes on them. As K-shell absorption takes place close to the nuclei, it is weak at the lower edge and the curve becomes lopsided. For a crystal 71.2 $\mu$m thick, with absorption placed in Gaussian cores of rms width 0.008 nm, the computed maximum lies at 1.65 arcsec and has reflectivity 0.972. Both numbers depend on the assumed width: point cores give 1.52 arcsec and a reflectivity of one. The midpoint at half height is 3.35 arcsec for this thickness and 3.32 arcsec for an infinitely thick crystal. For this polarization the correction \eqref{shift} thus belongs to the midpoint, to within about 0.02 arcsec. Applied to the maximum of this intrinsic curve, it would be wrong by 1.6 to 1.8 arcsec. An unpolarized beam superposes a wide and a narrow curve, and its midpoint at half height lies near 3.13 arcsec, about 0.2 arcsec below the position given by \eqref{shift}.

\section*{Answer to (e): consequences for measurement}

If the observed angle is put into the vacuum form of Bragg's law, the apparent lattice parameter is $a_{\rm app}=2\lambda/\sin\theta$. Its relative error is
\begin{equation}
\frac{a_{\rm app}-a}{a}=-\cot\theta_B\,\Delta\theta
=-\frac{\cos\theta_B}{\sin\theta_B}\,\frac{2\delta}{2\sin\theta_B\cos\theta_B}
=-\frac{\delta}{\sin^2\theta_B}.
\end{equation}
Here this is $-2.35\times10^{-5}$, or $-1.28\times10^{-5}$ nm. The apparent parameter is too small and must be multiplied by $1+\delta/\sin^2\theta_B$.

For an epilayer (L) on a substrate (S) with parallel interfaces, the tangential wavevector is conserved through the whole stack. Equation \eqref{exact} then applies to each material with its own $\delta$ and $\theta_B$, provided the layer is thick enough for a separate peak that is not displaced by interference with the substrate. Subtraction gives
\begin{equation}
\sin^2\theta_L-\sin^2\theta_S
=\sin^2\theta_{B,L}-\sin^2\theta_{B,S}+2(\delta_L-\delta_S).
\end{equation}
Since $\sin^2\theta_B\propto d^{-2}$, a small relative change of spacing $\epsilon$ changes $\sin^2\theta_B$ by $-2\epsilon\sin^2\theta_B$. Neglect of refraction therefore alters the inferred mismatch of the spacings normal to the surface by $-(\delta_L-\delta_S)/\sin^2\theta_B$. If $\delta_L$ exceeds $\delta_S$ by 10 per cent, this is $-2.4\times10^{-6}$, ten times less than the error in the absolute parameter. For materials of similar electron density and similar spacing the correction therefore matters chiefly when an absolute spacing is wanted. If $\delta_L$ were twice $\delta_S$, the error in the mismatch would be as large as that in the substrate's absolute parameter.

These estimates hold to lowest order in $\epsilon$. Even with equal $\delta$, the different Bragg angles leave an error that depends on how the mismatch is inferred. If both observed angles are put into the vacuum law, it is about $-2\epsilon\delta/\sin^2\theta_B$, which is $-2\times10^{-6}$ for $\epsilon=0.04$. If the observed separation of the peaks is added to the known $\theta_{B,S}$, it is about $-0.6\times10^{-6}$ for the same $\epsilon$. Moreover, the symmetric reflection measures only the spacing normal to the surface. In a strained layer this differs from the spacing of the free material, and the mismatch of the free lattices then requires the state of strain and the elastic constants as well.

\textbf{The real measurement.} The wavelength and lattice parameter are those of the actual line and of ideal silicon, but a laboratory measurement departs from the assumptions in several ways.

\begin{itemize}
\item \emph{Temperature.} Differentiating $\sin\theta_B=\lambda/(2d)$ gives $-\alpha\tan\theta_B$ per kelvin. With a rough expansion coefficient $\alpha=2.6\times10^{-6}$ K$^{-1}$ this is $-0.37$ arcsec per kelvin. A warming of 9 K cancels the refraction shift, so an absolute measurement needs a known temperature.
\item \emph{Line width.} A natural width of roughly 2 eV spreads the Bragg angle by $\tan\theta_B\times2/8047.8$, or 35 arcsec, ten times the shift. Unless the optics compensate this dispersion, the observed profile is governed by the spectrum. A symmetric spread leaves the centre of a symmetric reflection curve in place. With the absorption and polarization of part (d) the curve is lopsided, and a Lorentzian spread with a full width at half maximum of 35 arcsec puts the peak about 0.07 arcsec below the position given by \eqref{shift}. An asymmetric line can also move it, by an amount not calculated here.
\item \emph{Miscut.} If the planes are tilted by $\phi$ so that the incident ray meets the surface at $\theta_B-\phi$, the second part of \eqref{parts} becomes $\delta\cot(\theta_B-\phi)$. For $\phi=0.5^\circ$ the shift rises from 3.343 to 3.386 arcsec. Turning the wafer by $180^\circ$ about its normal reverses $\phi$, and the mean of the two shifts is free of this error to first order.
\item \emph{Thermal vibration.} A rough rms displacement of 0.0076 nm along the normal multiplies the width by 0.94. The centre stays where it is, because forward scattering does not depend on the positions of the atoms.
\end{itemize}

For the absolute angle, temperature and the shape of the spectral line thus deserve more care than the last digit of $\delta$.

\section*{Calculated quantities}
\begin{verbatim}
wavelength of Cu K-alpha1: 0.1540593 nm
photon energy: 8.0478 keV
silicon lattice parameter a: 0.5431021 nm
004 plane spacing d: 0.1357755 nm
classical electron radius: 2.81794e-06 nm
sin(theta_B): 0.567331
vacuum Bragg angle theta_B: 34.56432 degree
sin(2 theta_B): 0.934383
tan(theta_B): 0.68894
electron density, Z = 14 only: 699.16 per nm3
delta, Z = 14 only: 7.4422e-06
delta from integrated sheet field: 7.4424e-06
shift, Z = 14 only: 3.286 arcsec
K edge (rough input): 1.84 keV
effective K-shell charge: 13.7
hydrogenic strength sum (should be 1): 1.00000
K-shell f': 0.243 electrons per atom
K-shell f'': 0.306 electrons per atom
f' from damped oscillators: 0.243 electrons per atom
electron density with f': 711.29 per nm3
delta with f': 7.5714e-06
part from Bragg law inside: 1.076 arcsec
part from bending at surface: 2.267 arcsec
TOTAL SHIFT with f': 3.343 arcsec
TOTAL SHIFT with f': 16.21 microrad
corrected angle: 34.56525 degree
Z + f' needed for 3.40 arcsec: 14.49 electrons per atom
stop-band centre, wave equation: 3.343 arcsec
centre change, 24 to 48 slabs: -2.5e-07 arcsec
stop-band width, wave equation: 3.635 arcsec
stop-band width, formula: 3.638 arcsec
width change, 24 to 48 slabs: 7.8e-03 arcsec
form factor at 004 (UHF, cc-pVQZ): 7.5069 electrons
its change from cc-pVTZ: -8.3e-04 electrons
crystal thickness in rocking curve: 71.2 micrometre
curve midpoint, no absorption: 3.343 arcsec
curve midpoint, with absorption: 3.349 arcsec
curve maximum, with absorption: 1.65 arcsec
peak reflectivity, with absorption: 0.972
relative error of a if uncorrected: -2.352e-05
error of a if uncorrected: -1.278e-05 nm
shift with 0.5 degree miscut: 3.386 arcsec
expansion coefficient (rough input): 2.6e-06 per K
Bragg angle change for +1 K: -0.369 arcsec
warming that cancels the shift: 9.0 K
line width (rough input): 2.0 eV
angular spread from line width: 35 arcsec
rms vibration (rough input): 0.0076 nm
factor on band width from vibration: 0.940
\end{verbatim}
